# Normal kinetic energy of sputtered atoms leaving a flat target, part 2

An ion beam ejects atoms from a flat target. Just outside the surface, an atom has total kinetic energy $E$, angle $\theta$ to the outward normal and normal energy $E_z=E\cos^2\theta$. $U$ is the surface binding energy. Distributions count atoms crossing the surface in a given time; they are normalised to one and, unless stated otherwise, are densities per unit energy.

The basic model combines the Thompson spectrum $f(E)=2UE/(E+U)^3$ with independent cosine emission, a fraction $(\cos\theta/\pi)\,d\Omega$ into the solid angle $d\Omega$. Its results, from parts (a) and (c), are

$$p(E_z)=\frac{U}{(E_z+U)^2},\quad P(E_z>\varepsilon)=\frac{U}{\varepsilon+U},\quad P(E>\varepsilon)=1-\left(\frac{\varepsilon}{\varepsilon+U}\right)^2 .$$

For any spectrum with independent cosine emission, part (d) gave $p(E_z)=\int_{E_z}^\infty (f/E)\,dE$ and $dp/dE_z=-f(E_z)/E_z$.

Part (f) derived $p$ from inside the solid, where primes denote inner values. The flux $A\,E'^{-2}\cos\theta'\,d\Omega'\,dE'$, with $A$ constant, has normal energies uniform with density $1/E'$ at each $E'$, so the flux per unit inner normal energy is

$$\int_{E'_z}^\infty\frac{\pi A}{E'^3}\,dE'=\frac{\pi A}{2E_z'^2}.$$

A planar barrier of height $U$ passes $E'_z>U$ and gives $E_z=E'_z-U$. A random simulation of this crossing agreed with the derived distributions.

The example is copper sputtered by 500 eV argon ions at normal incidence, with $U=3.5$ eV. A flat substrate stands parallel to the target at 10 cm, in argon at 0.1 mTorr and 300 K. The threshold is $\varepsilon=20$ eV. In the basic model the fraction with $E_z>20$ eV is 0.149, $p(0)=1/U=0.286$ per eV, and the mean of $E_z$ is not finite.

Part (h) asks: *A 500 eV ion cannot give an atom unlimited energy. Thompson's spectrum with a cutoff contains the extra factor $1-\sqrt{(E+U)/W}$, where $W$ is the largest energy that an ion can transfer to a target atom. Find $W$, the new distribution of $E_z$ and its consequences.*

**Solution.** The largest transfer occurs in a head-on elastic collision with an atom at rest. Let the ion have mass $m_1$ and speed $v_1$ before and $v_1'$ after, and let the atom have mass $m_2$ and speed $v_2$ after. The relative velocity reverses, so $v_2-v_1'=v_1$. Inserting $v_1'=v_2-v_1$ into $m_1v_1=m_1v_1'+m_2v_2$ gives $v_2=2m_1v_1/(m_1+m_2)$. The ratio of the energies is

$$\frac{m_2v_2^2}{m_1v_1^2}=\frac{4m_1m_2}{(m_1+m_2)^2}=\frac{4(39.95)(63.55)}{(103.50)^2}=0.948,$$

and $W=0.948\times500\ \text{eV}=474$ eV.

The spectrum is now $f_c(E)=N\,E\,(E+U)^{-3}\left[1-\sqrt{(E+U)/W}\right]$ for $0<E<W-U$, with a normalising constant $N$. Dividing by $E$ and integrating over the shifted energy $s'=E+U$ from $s=E_z+U$ to $W$,

$$p_c(E_z)=N\int_s^W\left(s'^{-3}-W^{-1/2}s'^{-5/2}\right)ds'
=N\left[\frac{s^{-2}-W^{-2}}{2}-\frac{2}{3}W^{-1/2}\left(s^{-3/2}-W^{-3/2}\right)\right].$$

The terms in $W^{-2}$ add to $-\tfrac12+\tfrac23=\tfrac16$, so

$$p_c(E_z)=N\left[\frac{1}{2s^2}-\frac{2}{3\sqrt W\,s^{3/2}}+\frac{1}{6W^2}\right].$$

Integrating the bracket from a lower limit $s_0$ to $W$ gives

$$I(s_0)=\frac12\left(\frac1{s_0}-\frac1W\right)-\frac{4}{3\sqrt W}\left(\frac1{\sqrt{s_0}}-\frac1{\sqrt W}\right)+\frac{W-s_0}{6W^2}$$
$$=\frac1{2s_0}-\frac{4}{3\sqrt{s_0W}}+\frac1W-\frac{s_0}{6W^2},$$

where the coefficient of $1/W$ is $-\tfrac12+\tfrac43+\tfrac16=1$. Normalisation requires $N=1/I(U)$, and the fraction above $\varepsilon$ is $I(\varepsilon+U)/I(U)$. For 20 eV it is 0.096.

The cutoff therefore lowers the fraction by 36% relative to the basic value 0.149, although the threshold is far below $W$. A sharp cut at $E=W-U$ would lower it by only 8%. The rest comes from the gradual onset of Thompson's factor, whose square root is sizeable well below $W$: at $E=20$ eV it already equals $\sqrt{23.5/474}=0.22$. The atoms removed at high energy are made up for by the normalisation at low energy, and $p_c(0)$ is 0.322 per eV instead of 0.286.

The maximum stays at $E_z=0$, since $dp_c/dE_z=-f_c(E_z)/E_z$ is still negative below the cutoff. The means are now finite. Because $\cos^2\theta$ is independent of $E$ and has mean one half, $\langle E_z\rangle=\langle E\rangle/2$. The values are $\langle E\rangle=16.5$ eV and $\langle E_z\rangle=8.25$ eV.

These numbers follow from the formula and are not predictions for real copper. The energy $W$ limits a recoil inside the target. At normal incidence the head-on recoil moves into the target, and reversing the motion takes further collisions, which cost energy. Emitted atoms with energies close to the cutoff are therefore unlikely, and at 500 eV the formula may overstate both the high-energy fraction and the means.

### (i) A different cascade spectrum

*In part (f) the flux inside the solid fell as $E'^{-2}$. Suppose that it falls as $E'^{-(2-2m)}$ with $0\le m<1/2$, as in cascade models with power-law scattering. What becomes of $p$?*

**Solution.** Repeat the direct argument of part (f) without an upper cutoff. The flux per unit inner normal energy is proportional to

$$\int_{E'_z}^\infty E'^{-(3-2m)}\,dE'=\frac{E_z'^{-(2-2m)}}{2-2m}.$$

The barrier replaces $E'_z$ by $E_z+U$. Since

$$\int_\varepsilon^\infty(E_z+U)^{-(2-2m)}dE_z=\frac{(\varepsilon+U)^{-(1-2m)}}{1-2m},$$

the normalised density and the fraction above $\varepsilon$ are

$$p_m(E_z)=\frac{(1-2m)\,U^{1-2m}}{(E_z+U)^{2-2m}},\qquad P_m(E_z>\varepsilon)=\left(\frac{U}{\varepsilon+U}\right)^{1-2m}.$$

The condition $m<1/2$ is needed for the integral to converge. The maximum remains at zero, because a decreasing inner distribution has again been shifted to the origin.

For $m=0.1$ the fraction above 20 eV is $0.149^{0.8}=0.218$, which is 46% more than in the basic model. The two fractions differ by the factor $[(\varepsilon+U)/U]^{2m}=6.71^{0.2}=1.46$, so a small change of exponent matters more the higher the threshold is compared with $U$. This change and the cutoff of part (h) act in opposite directions. Each has been evaluated with the other absent, and their joint effect is not computed here.

### (j) Emission that is not a cosine

*Let the emission law be proportional to $\cos^n\theta$, with $n>0$, and keep the Thompson spectrum without cutoff. Does the maximum stay at zero?*

**Solution.** Normalisation over the hemisphere requires the factor $(n+1)/(2\pi)$, because $\int_0^{\pi/2}2\pi\cos^n\theta\sin\theta\,d\theta=2\pi/(n+1)$. After integration over azimuth the fraction in $d\theta$ is $(n+1)\cos^n\theta\sin\theta\,d\theta$. With $\mu=\cos^2\theta$ and $\cos\theta\sin\theta\,d\theta=|d\mu|/2$, this becomes

$$\frac{n+1}{2}\,\mu^{(n-1)/2}\,d\mu .$$

It is uniform in $\mu$ when $n=1$. For other $n$, set $\mu=E_z/E$ and $d\mu=dE_z/E$, and sum over energies:

$$p_n(E_z)=\frac{n+1}{2}\,E_z^{(n-1)/2}\int_{E_z}^\infty\frac{2U\,E^{-(n-1)/2}}{(E+U)^3}\,dE .$$

For $n<3$ the integral tends to a finite positive constant as $E_z\to0$, so the prefactor decides the behaviour there. If $1<n<3$, the density vanishes at zero and its maximum moves to a positive energy. The same holds for $n\ge3$: the integral then diverges as $E_z\to0$, but only like $E_z^{-(n-3)/2}$ (logarithmically for $n=3$), which is slower than the prefactor $E_z^{(n-1)/2}$ falls. If $n<1$, the density diverges at zero, though its integral stays finite because the exponent $(n-1)/2$ is greater than $-1/2$.

For $n=1.5$ and $U=3.5$ eV, the maximum lies at 0.31 eV. For $n=0.8$ the density grows by a factor 1.585 when $E_z$ falls from $10^{-4}U$ to $10^{-6}U$, in agreement with the power law, $100^{0.1}=1.585$.

Within this family of emission laws, only the cosine law, $n=1$, gives a finite maximum at exactly zero. For $n>1$ there are too few grazing atoms to fill the lowest normal energies. Laws outside the family can also keep the maximum at zero. An example is emission proportional to $\cos\theta\,(1-b\cos^2\theta)$ with $0<b<1$, for which the contribution of each total energy is finite at $E_z=0$ and falls from there. Integrated quantities respond more mildly: for $n=1.5$ the fraction above 20 eV is 0.164, an increase of 10% over the basic value.

### (k) Collisions on the way to the substrate

*Between parallel planes, and without collisions or fields, $E_z$ doesn't change in flight. How does the argon gas alter the distribution of the atoms that arrive without a collision?*

**Solution.** Take the gas atoms as at rest compared with the sputtered atoms, and let the collision cross-section have the rough value $\sigma=0.25$ nm$^2$ at all energies. The gas density is $P/(k_BT)$, where $P$ is the pressure, so the mean free path is

$$\lambda=\frac{k_BT}{P\sigma}=\frac{(1.381\times10^{-23})(300)}{(0.01333)(0.25\times10^{-18})}\ \text{m},$$

or 124 cm, where 0.1 mTorr has been written as 0.01333 Pa. With the distance $d=10$ cm, the ratio $\tau=d/\lambda$ is 0.080.

An atom emitted at angle $\theta$ travels the path $d/\cos\theta$ and escapes collision with probability $e^{-\tau/c}$, where $c=\cos\theta$. The cosine law gives $c$ the density $2c$. Substituting $t=1/c$, the fraction that arrives unscattered is

$$\int_0^1 2c\,e^{-\tau/c}\,dc=2\int_1^\infty\frac{e^{-\tau t}}{t^3}\,dt=2E_3(\tau),$$

where $E_3$ denotes the exponential integral of order three. Its value here is 0.86, so 14% of the atoms collide at least once.

For the normal energy, an atom of energy $E$ that contributes at $E_z$ has $c=\sqrt{E_z/E}$. The unscattered flux per unit $E_z$ is therefore

$$g(E_z)=\int_{E_z}^\infty\frac{f(E)}{E}\,\exp\left(-\tau\sqrt{\frac{E}{E_z}}\right)dE .$$

As $E_z\to0$ the exponential tends to zero at every fixed $E$, while the integrand stays below the integrable function $f/E$. Hence $g(0)=0$. For any positive $\tau$, the unscattered flux has no atoms at zero normal energy, since such atoms would have an infinitely long path. In the example the maximum of $g$ lies at 0.20 eV. Among the unscattered atoms the fraction above 20 eV is 0.155, which is 4% above the basic value. Both numbers depend on the assumption of a constant cross-section. If $\sigma$ instead fell as $E^{-1/3}$, with 0.25 nm$^2$ at 10 eV, the maximum would lie near 0.3 eV and the fraction would be 0.167.

This displaced maximum belongs to the unscattered atoms alone. Atoms that have collided may also reach the substrate, and their distribution isn't calculated here.

The size of the sputtered area matters as well. An atom with $E=3.5$ eV and $E_z=0.20$ eV has $\tan\theta=\sqrt{E/E_z-1}\approx4$. It lands about 40 cm to the side of its starting point. A substrate point receives such atoms only if the sputtered area extends at least that far to the side. Faster atoms with the same $E_z$ start from still further away: without gas, a point opposite the centre of a sputtered disc of 40 cm radius receives only about 71% of the full flux near $E_z=0.20$ eV. An ion beam often sputters only a spot a few centimetres wide. Substrate points far to the side of it then receive only oblique atoms, and low normal energies are enriched there: 40 cm to the side of a spot of 5 cm radius, about 59% of the arriving atoms have $E_z<0.2U$, against 17% in the basic model. The density still vanishes at $E_z=0$, because the angles that reach any given point stay below $90^\circ$. Opposite the spot the oblique atoms are missing, and the lowest normal energies are depleted by geometry even in perfect vacuum.

This depletion can be large. Let the spot be a uniformly sputtered disc of radius $R$, and consider the substrate point opposite its centre. Only atoms with $\cos^2\theta>\mu_0=d^2/(d^2+R^2)$ arrive there, so $E$ runs from $E_z$ to $E_z/\mu_0$ and the normalised density without gas is
$$\frac{1}{1-\mu_0}\int_{E_z}^{E_z/\mu_0}\frac{f(E)}{E}\,dE=\frac{U}{1-\mu_0}\left[\frac{1}{(E_z+U)^2}-\frac{1}{(E_z/\mu_0+U)^2}\right].$$
It vanishes at $E_z=0$. For $R=5$ cm and $d=10$ cm, $\mu_0=0.8$; the maximum lies at 1.56 eV and the fraction above 20 eV is 0.253.

### (l) How far the result can be used

*Compare the corrections, and say what the law describes in a real deposition system.*

**Solution.** Each row changes one assumption of the basic model and keeps the others.

| Change | Maximum at (eV) | Fraction with $E_z>20$ eV |
|---|---|---|
| none | 0 | 0.149 |
| recoil cutoff, $W=474$ eV | 0 | 0.096 |
| cascade exponent, $m=0.1$ | 0 | 0.218 |
| emission law, $n=1.5$ | 0.31 | 0.164 |
| unscattered atoms in gas | 0.20 | 0.155 |

In these examples the two changes of the spectrum alter the high-energy fraction most and leave the maximum at zero, while the two changes that deplete grazing directions move the maximum. The span from 0.096 to 0.218 shows the sensitivity to these particular changes; it is not a bound on the error.

The chosen ion energy and pressure are in the usual range of ion-beam sputter deposition, but the geometry is idealised. A substrate facing the target would block a beam at normal incidence, so real systems usually direct the beam obliquely at the target. The emission can then lean forward, which is a further departure from the cosine law and can move the maximum away from zero. Magnetron sputtering commonly works at a few mTorr. At 3 mTorr, with temperature and cross-section held fixed, the mean free path falls by a factor 30 to about 4 cm, less than the 10 cm to the substrate. The law then describes the atoms as they leave the target, and not the atoms that reach the film. The same restriction applies to ion-beam deposition, even at low pressure, unless the sputtered area is much wider than the distance to the substrate. For the spot of 5 cm radius in part (k), geometry alone changes the distribution at the film point opposite the centre more than any row of the table. Away from that point the change is different: at moderate distances the fraction above 20 eV can lie closer to the basic value, and far to the side it falls below it, because only oblique atoms arrive there. Real targets are also rough and often crystalline, and at low ion energy the cascade need not be isotropic. Each of these can spoil the cosine law, and part (j) shows what one such departure does: for $n=1.5$ the maximum moves by 0.31 eV and the fraction above 20 eV by 10%. At ion energies of a few hundred eV the emission is often flatter than a cosine, and the change then has the opposite sign: for $n=0.8$ the density stays largest at zero and the fraction falls by 5%, to 0.141. The fraction above 20 eV responds more strongly to the two changes of the spectrum: the cutoff lowers it by 36%, and the cascade exponent $m=0.1$ raises it by 46%.

## Table of computed values

```
Surface binding energy U (rough, Cu): 3.5 eV
Argon ion energy: 500 eV
Masses Ar, Cu: 39.95, 63.55 u
Peak of total-energy spectrum: 1.75 eV
Ez at peak of flux per unit normal speed: 1.17 eV
At 0.00 eV: f = 0.00000, p = 0.28571 per eV
At 1.75 eV: f = 0.08466, p = 0.12698 per eV
At 3.50 eV: f = 0.07143, p = 0.07143 per eV
At 20.00 eV: f = 0.01079, p = 0.00634 per eV
Median total energy: 8.45 eV
Median normal energy (simulation): 3.50 eV
Simulated escaped atoms: 997989
Largest gap in cumulative p, simulation: 0.00094
Largest gap in cumulative f, simulation: 0.00091
Simulated share with Ez < 0.2 U: 0.1658
Simulated share with E < 0.2 U: 0.0276
Threshold energy: 20 eV
Fraction with E above threshold: 0.2757
Fraction with Ez above threshold: 0.1489
Ratio of these fractions: 1.851
Energy transfer factor Ar to Cu: 0.9480
Largest recoil energy W: 474.0 eV
With cutoff, mean E: 16.50 eV
With cutoff, mean Ez: 8.25 eV
With cutoff, p at zero: 0.32203 per eV
With cutoff, fraction Ez above threshold: 0.0957
Cascade parameter m: 0.1
With this m, fraction Ez above threshold: 0.2180
Over-cosine exponent n: 1.5
With this n, peak of Ez density: 0.307 eV
With this n, fraction Ez above threshold: 0.1645
Under-cosine exponent n: 0.8
Its density ratio, Ez = 1e-6 U to 1e-4 U: 1.585
Gas pressure: 0.1 mTorr
Gas temperature: 300 K
Collision cross-section (rough): 0.25 nm^2
Target-substrate distance: 10 cm
Mean free path: 124.3 cm
Distance over mean free path: 0.0805
Fraction arriving unscattered: 0.8615
Unscattered flux, peak of Ez density: 0.197 eV
Unscattered flux, fraction Ez above threshold: 0.1551
```
